# Flip-Chip Solder Standoff by Shooting on the Young-Laplace Equation

## Definitions and conventions

A liquid solder joint connects two coaxial, parallel, circular pads. The substrate pad has radius $a$ and lies at $z=0$. The chip pad has radius $b$ and lies at $z=h$, with $z$ pointing up. The liquid wets both pads completely and its edge is pinned at each rim. The volume $V$ is fixed, the surface tension $\gamma$ is uniform, and the liquid is at rest.

The free surface is generated by a meridian $r(s),z(s)$, where $s$ is the arc length from the substrate rim and $S$ is the total length. The tangent angle $\phi$ is measured from the outward radial direction, so that

$$r'=\cos\phi,\qquad z'=\sin\phi ,$$

with a prime for $d/ds$. A vertical wall has $\phi=\pi/2$. At the ends, $\phi(0)=\phi_0$ and $\phi(S)=\phi_1$.

Pressures are relative to the uniform surroundings. For solder density $\rho$, hydrostatics gives $p(z)=p_0-\rho g z$. The upward force of the liquid on the chip is $F$, and the chip weight per joint is $w$. All joints are at first taken as equal and the chip as flat, rigid and level. The standoff is the height at which $F(h)=w$.

Convenient units are µm and µN. Then $\gamma$ is in µN/µm, which equals N/m, and pressure is in µN/µm², which equals MPa.

## The surface equation

The pads are fully covered, so their interfacial energies are constant. The variable energy is

$$E=\gamma A+\rho g\int z\,dV ,$$

where $A$ is the area of the free surface. While the meridian is a graph $r(z)$, the volume constraint with multiplier $p_0$ leads to $J=E-p_0V=\int_0^h L\,dz$, with

$$L=2\pi\gamma r\sqrt{1+r_z^2}+\pi r^2(\rho g z-p_0).$$

Write $q=\sqrt{1+r_z^2}$. The two parts of the Euler-Lagrange equation are

$$\frac{\partial L}{\partial r}=2\pi\gamma q-2\pi r p(z),\qquad
\frac{d}{dz}\frac{\partial L}{\partial r_z}=2\pi\gamma\left(\frac{r_z^2}{q}+\frac{r\,r_{zz}}{q^3}\right).$$

Since $q-r_z^2/q=1/q$, equating them and dividing by $2\pi r$ gives

$$\gamma\left(\frac{1}{rq}-\frac{r_{zz}}{q^3}\right)=p(z).$$

Now $\sin\phi=1/q$ and $\cot\phi=r_z$. Differentiating the second relation gives $r_{zz}=-\phi_z/\sin^2\phi$. Therefore $\phi'=\phi_z\sin\phi=-r_{zz}/q^3$, and

$$\phi'=\frac{p_0-\rho g z}{\gamma}-\frac{\sin\phi}{r}.$$

This is a local balance between pressure and the two principal curvatures. Its arc-length form remains regular when the tangent becomes horizontal, where $r_z$ diverges. The volume and area are accumulated along with it:

$$V'=\pi r^2\sin\phi,\qquad A'=2\pi r .$$

## Force on the chip

Pressure pushes the wetted face up with $\pi b^2p(h)$. At the rim the free surface pulls the chip back along the meridian, with downward component $\gamma\sin\phi_1$ per unit length. Hence

$$F=\pi b^2p(h)-2\pi b\gamma\sin\phi_1 .$$

To see how force passes through the joint, define $f(s)=\pi r^2p-2\pi r\gamma\sin\phi$. Its derivative is

$$f'=2\pi r p\cos\phi-\pi r^2\rho g\sin\phi-2\pi\gamma(\cos\phi\sin\phi+r\phi'\cos\phi).$$

The surface equation gives $r\phi'\cos\phi=rp\cos\phi/\gamma-\sin\phi\cos\phi$. The pressure terms and the tension terms cancel in pairs, leaving

$$f'=-\rho g V',\qquad f(0)-f(S)=\rho gV .$$

The substrate carries the force on the chip plus the solder weight. Without solder weight, $f$ is the same at every cross-section.

The same $F$ follows from energy. When $h$ changes at fixed $p_0$ and the upper rim stays at $r=b$, the endpoint formula of the calculus of variations gives

$$\left.\frac{\partial J}{\partial h}\right|_{p_0}=L-r_z\frac{\partial L}{\partial r_z}
=2\pi b\gamma\left(q-\frac{r_z^2}{q}\right)-\pi b^2p(h)=-F .$$

Also $\partial J/\partial p_0=-V$, because the equilibrium shape makes $J$ stationary. With $E=J+p_0V$,

$$dE=-F\,dh-V\,dp_0+p_0\,dV+V\,dp_0=-F\,dh+p_0\,dV .$$

Thus $F=-(\partial E/\partial h)_V$. The potential of joint plus load is $E+wh$. Its first derivative vanishes at $F=w$, and its second derivative is the stiffness $k=-dF/dh$. If the liquid shape is itself stable at fixed height, a positive $k$ means stability against vertical motion under a dead load. It says nothing about tilt or non-axisymmetric deformation.

## Two closed-form cases

**Unloaded joint.** Set $\rho g=0$ and $F=0$. Constancy of $f$ gives $\sin\phi=pr/(2\gamma)$, and the surface equation becomes $\phi'=p/(2\gamma)$. The meridian is a circle of radius $R=2\gamma/p$ centred on the axis, even for unequal pads. On a sphere $r^2$ is quadratic in $z$ with leading coefficient $-1$. Matching the two rims gives

$$r^2=a^2+(b^2-a^2)\frac{z}{h_0}+z(h_0-z).$$

Integrating $\pi r^2$ from $0$ to $h_0$ yields $V=\pi[(a^2+b^2)h_0/2+h_0^3/6]$, or

$$h_0^3+3(a^2+b^2)h_0=\frac{6V}{\pi}.$$

The left side increases with $h_0$, so there is one positive root. The linear coefficient of $r^2$ equals $2z_c$, where $z_c$ is the height of the sphere's centre. This supplies the starting values for shooting:

$$z_c=\frac{b^2-a^2+h_0^2}{2h_0},\qquad R=\sqrt{a^2+z_c^2},\qquad p_0=\frac{2\gamma}{R},$$

$$\phi_0=\operatorname{atan2}(a,z_c),\quad \phi_1=\operatorname{atan2}(b,z_c-h_0),\quad S=R(\phi_1-\phi_0).$$

**Cylinder.** For $a=b$, no solder weight and $V=\pi a^2h$, the wall is vertical and $p=\gamma/a$. Then $F=\pi a\gamma-2\pi a\gamma=-\pi a\gamma$: the joint pulls the chip down. For $a=50$ µm, $h=60$ µm and $\gamma=0.5$ N/m, shooting reproduces this force within $10^{-6}$ µN.

The cylinder also shows how stiffness is lost. Let $h$ change by $\delta h$, the radius by $u(z)$ and $p/\gamma$ by $\delta c$. To first order the surface equation is $u''+u/a^2=-\delta c$, with derivatives now in $z$. Pinning makes $u$ vanish at both ends. Measuring $z$ from mid-height,

$$u=-a^2\delta c\left[1-\frac{\cos(z/a)}{\cos(h/2a)}\right].$$

Fixed volume requires $\pi a^2\delta h+2\pi a\int u\,dz=0$. Since $\int u\,dz=-a^2\delta c\,[h-2a\tan(h/2a)]$, this gives $\delta c=\delta h/\{2a[h-2a\tan(h/2a)]\}$. At the rims $\sin\phi$ changes only to second order, so $\delta F=\pi a^2\gamma\,\delta c$ and

$$k=\frac{\pi\gamma a}{2[2a\tan(h/2a)-h]} .$$

The stiffness is positive for $h<\pi a$ and falls to zero at $h=\pi a$. This limit belongs to the equal-pad cylinder; other volumes and pads need the computed force curve.

## Shooting scheme

The unknowns are $x=(\phi_0,p_0,S)$. In height mode, the scaled residuals are

$$R_1=\frac{r(S)-b}{a},\quad R_2=\frac{V(S)-V}{a^3},\quad R_3=\frac{z(S)-h}{a}.$$

In force mode, $R_3$ is replaced by $(F-w)/(\gamma a)$, and $h=z(S)$ becomes an output. Height mode gives the whole curve $F(h)$; force mode reaches the loaded equilibrium directly.

Newton's method needs $\partial R_i/\partial x_j$. Every operation in the integration is analytic, so adding $i\varepsilon$ to unknown $x_j$ gives

$$R_i(x+i\varepsilon e_j)=R_i(x)+i\varepsilon\frac{\partial R_i}{\partial x_j}+O(\varepsilon^2).$$

For real $x$ the $\varepsilon^2$ term is real, and the next imaginary term is of order $\varepsilon^3$. The imaginary part divided by $\varepsilon$ is therefore the derivative, with error $O(\varepsilon^2)$. No nearly equal numbers are subtracted, so $\varepsilon=10^{-30}$ is usable. Three perturbed columns are integrated together, and their common real part supplies the residual.

```
function SHOOT(x, mode, target):
    repeat up to 25 times:
        X = three copies of x; add i*eps to x[j] in copy j
        start each copy at r=a, z=0, phi=phi0, V=A=0
        integrate over s = 0..S with N Runge-Kutta steps
        form residuals R for the chosen mode
        if max |Re R| < 1e-11: return x and end values
        Jac = Im(R) / eps
        x = x - solve(Jac, Re R)
    report failure

function STANDOFF(w):
    x = sphere values; h0 = sphere height
    for load in modest steps from 0 to w:
        x, end = SHOOT(x, force, load)
    return z(end)

function STANDOFF_BY_CURVE(w):
    bracket a root of F(h) - w on the falling branch
    at each trial h, continue from h0 in modest steps:
        x, end = SHOOT(x, height, next h)
    return the root h
```

Steps of at most 6 µm in height or 12 µN in load suffice for the example below.

**Cost.** One Newton evaluation takes $4N$ evaluations of the right-hand side, each for three complex columns, followed by a $3\times3$ solve. Five Newton evaluations with $N=100$ therefore take 2000 such calls. Finding the root of the force curve multiplies this by the number of trial heights and continuation steps. Memory does not grow with $N$ unless the profile is stored.

**Accuracy.** The classical fourth-order Runge-Kutta rule should reduce the error about 16-fold per step halving. Standoffs computed with 25, 50 and 100 steps have successive differences in the ratio 15.6.

## Worked example

A silicon die of 10 mm × 10 mm × 0.75 mm has volume 0.075 cm³. With density 2.33 g/cm³ its mass is 0.17475 g. Shared by 200 joints, the load is

$$w=\frac{1.7475\times10^{-4}\ \text{kg}\times9.807\ \text{m/s}^2}{200}=8.57\ \text{µN}.$$

The pads have $a=50$ µm and $b=45$ µm. Each joint has the volume of a sphere 120 µm in diameter, so $6V/\pi=120^3$ µm³. Rough liquid values are $\gamma=0.5$ N/m and $\rho=7$ g/cm³.

The unloaded height obeys $h_0^3+13575\,h_0=1\,728\,000$ in µm, which gives $h_0=83.86$ µm. The starting values are $\phi_0=52.0^\circ$, $p_0=15.76$ kPa and $S=91.8$ µm. Going from this sphere directly to $h=75$ µm, the largest scaled residual runs through $1.8\times10^{-1}$, $5.5\times10^{-2}$, $3.9\times10^{-3}$, $1.1\times10^{-6}$ and $8.0\times10^{-13}$. Rapid Newton convergence sets in after the first two values.

The force is 19.4 µN at 80 µm and −24.9 µN at 90 µm, which brackets the load. The root is $h=82.08$ µm, and force mode gives the same height. There the two opposing forces on the chip are

$$103.17-94.60=8.57\ \text{µN},$$

equal to the load. The net force is only 8% of the first term and 9% of the second, so both must be computed consistently from the same shape.

An independent calculation minimizes $E+wh$ over profiles $r(z/h)$ made of a straight line plus 12 polynomial terms that vanish at the rims. The volume fixes $h$ for each trial profile. This uses neither the surface equation nor the force formula, and gives 82.0768 µm, as shooting does. With the solder weight magnified a hundredfold, so that gravity matters, both methods give 81.5129 µm. For the real weight, an energy difference over ±0.1 µm gives $F=8.5689$ µN, against 8.5686 µN from the force formula.

The stiffness is $k=5.01$ µN/µm. The linear estimate of the drop, $w/k=1.71$ µm, is slightly below the computed 1.78 µm because the joint is softer at the greater heights it passes through.

The bulge also has a closed form when solder weight is neglected. Setting $\phi=\pi/2$ in $f=F$ gives $\pi pr^2-2\pi\gamma r-F=0$, hence

$$r_{\max}=\frac{\gamma+\sqrt{\gamma^2+pF/\pi}}{p}.$$

For $p,F>0$ the other root is negative. With $p=0.01622$ µN/µm² this gives 64.3 µm, in agreement with the integrated profile. The centres of equal neighbouring joints must be more than twice this radius apart to keep the liquid from touching. Joints with more solder bulge further and need more room.

## Failure modes and limits of validity

**Loss of pinning.** The angles measured through the liquid are $\pi-\phi_0$ at the substrate and $\phi_1$ at the chip. For a pad flush with its surroundings, a rim stays pinned if its angle lies above the contact angle on the pad metal and below that on the surrounding mask. Here the angles are 131° and 138°. For an assumed mask angle of 150°, the chip rim reaches the limit at $h=75.9$ µm and about 44 µN per joint, about five times the load. This margin depends strongly on the assumed angle: for 140° the limit comes at 81.0 µm and 14 µN, less than twice the load. A raised pad edge or a step in the mask also shifts the limit. Beyond it the liquid spreads and the fixed-radius condition no longer applies.

**Folds and wrong branches.** Differentiate a family of solutions with respect to $h$. If $dF/dh=0$, the vector $dx/dh$ changes none of the three force-mode residuals, so the Jacobian is singular. Height mode can pass such a point provided its own Jacobian remains regular. In the example, $F$ falls at every sampled height from 70 to 120 µm, but the last 10 µm lower it by only 6.6 µN. A solver should reject solutions with $S\le0$, with $r\le0$ anywhere, or with a meridian that crosses itself or a pad plane. Continuation from the sphere helps to keep the intended branch.

**Solder weight.** Each joint weighs 0.062 µN. To first order, its weight adds the energy $\rho gV\bar z$, where $\bar z$ is the height of the centre of mass in the weightless shape. The force this adds is $-\rho gV\,d\bar z/dh$. Taking $d\bar z/dh\approx1/2$, the weight acts like half the solder weight placed on the chip and predicts a drop of $0.062/(2\times5.01)=0.006$ µm. The computed drop is also 0.006 µm, so solder weight can be omitted here.

**Surface tension.** Without solder weight, $F/\gamma$ depends on geometry alone, so the drop below $h_0$ scales roughly as $1/\gamma$. Reducing $\gamma$ by 20%, with volume and load held fixed, lowers the chip by about 0.4 µm.

**Volume.** Differentiating the cubic gives

$$\delta h_0=\frac{6\,\delta V/\pi}{3(h_0^2+a^2+b^2)} .$$

A 4% loss predicts $-69\,120/34\,670=-1.99$ µm for the unloaded joint to first order; solving the cubic gives −2.02 µm. The loaded calculation gives −1.95 µm, more than the whole drop caused by the chip's weight.

**Unequal joints.** Let half the joints have 5% more volume and half 5% less, arranged so that the chip stays level. The common height is 82.03 µm, almost unchanged, but the forces are not: each large joint pushes with 20.6 µN and each small one pulls with 3.5 µN. Their mean is again 8.57 µN. A nearly correct standoff therefore does not imply equal load sharing.

**Chip bow.** A 5 µm difference in gap changes the joint force by about $5\times5.01=25$ µN in the linear estimate, three times the load. The force curve itself gives +27.6 µN for a gap 5 µm below equilibrium and −22.6 µN for one 5 µm above. At the smaller gap the chip angle is 147.5°, close to the assumed pinning limit. A bowed chip needs its own local height at each joint, with total force and moments balanced.

**Dynamics.** The undamped vertical period is $2\pi\sqrt{m/(200k)}=2.6$ ms, where $m$ is the die mass. This is short beside the tens of seconds, roughly, that solder stays molten in reflow. The static treatment also requires the motion to be damped within that time, which is not calculated here.

**The real case.** Pad radii of tens of micrometres and a die of this size are in the range of flip-chip assembly with tin-based solder. The count of 200 joints is low for a full area array, where thousands are possible. More joints reduce $w$ and move the height toward 83.9 µm, at most 1.8 µm above the result in this model. The volumes and the flatness of the chip need care: a 4% change in the volume of every joint moves the height by about 2 µm, unequal volumes share the load unevenly, and a bow of several micrometres changes the local gap by that amount. Lateral offset, tilt, flux forces and the details of freezing are outside the model. The value of 82 µm is thus the liquid standoff for the stated inputs, not a prediction of the frozen joint to a fraction of a micrometre. Further values are in the numerical output.

## Calculated quantities

```
Die side: 10.0 mm
Die thickness: 0.75 mm
Silicon density: 2.33 g/cm3
Die mass: 0.1748 g
Number of joints: 200
Load per joint: 8.569 uN
Substrate pad radius a: 50.0 um
Chip pad radius b: 45.0 um
Solder ball diameter: 120.0 um
Solder volume: 904779 um3
Surface tension: 0.50 N/m
Solder density: 7.0 g/cm3
Unloaded height, sphere formula: 83.8558 um
Unloaded height, shooting: 83.8558 um
Sphere start phi0: 51.978 deg
Sphere start p0: 15.755 kPa
Sphere start S: 91.800 um
Newton residuals for h = 75 um: 1.8e-01 5.5e-02 3.9e-03 1.1e-06 8.0e-13
Force at h = 70 um: 82.901 uN
Force at h = 80 um: 19.412 uN
Force at h = 90 um: -24.948 uN
Force at h = 100 um: -51.676 uN
Force at h = 110 um: -65.953 uN
Force at h = 120 um: -72.544 uN
Standoff, root of force curve: 82.0768 um
Standoff, force-condition shooting: 82.0768 um
Standoff, energy minimization: 82.0768 um
Drop below unloaded sphere: 1.779 um
Equilibrium phi0: 49.133 deg
Equilibrium base pressure: 16.223 kPa
Equilibrium meridian length S: 91.009 um
Pressure force on chip: 103.173 uN
Rim tension pull on chip: 94.605 uN
Net force from formula: 8.5686 uN
Net force from energy difference: 8.5689 uN
Liquid angle at substrate: 130.87 deg
Liquid angle at chip: 138.00 deg
Largest joint radius: 64.275 um
Vertical stiffness per joint: 5.012 uN/um
Step-halving error ratio: 15.62
100x solder weight, shooting height: 81.5129 um
100x solder weight, energy height: 81.5129 um
Solder weight per joint: 0.0621 uN
Height change from solder weight: -0.0058 um
Height change, tension -20%: -0.425 um
Height change, volume -4%: -1.952 um
Height, half +5% and half -5% volume: 82.032 um
Force of each -5% joint: -3.474 uN
Force of each +5% joint: 20.611 uN
Force change for 5 um bow, linear: 25.060 uN
Assumed mask contact angle: 150.0 deg
Height at loss of pinning: 75.863 um
Load per joint at loss of pinning: 43.550 uN
Free vertical period: 2.623 ms
```
